\section*{Apparent thermionic barrier of a contact with Gaussian barrier disorder}

\section{The question and the emission law}

The energy barrier between a metal electrode and the medium it injects into may vary from place to place along the interface. A current measurement sees the whole contact, and its result can be expressed as a single barrier height. Thermionic emission depends exponentially on the barrier, so this number need not be the mean of the local barriers. How far below the mean does it lie, and when is the answer governed by the variance alone?

Consider first a patch with one barrier $\phi$, measured from the Fermi level $E_F$ of the metal. Take free electrons of mass $m_e$ and charge magnitude $e$, and let $z$ point out of the metal. Assume that every electron with $E_z=p_z^2/2m_e>E_F+\phi$ leaves and that no other electron does. This excludes tunnelling and reflection above the barrier. With two spin states per cell $(2\pi\hbar)^3$ of phase space, the one-way current density is
\begin{equation}
J=\frac{2e}{(2\pi\hbar)^3}\int d^2p_\perp\int dp_z\,
\frac{p_z}{m_e}\,\frac{1}{e^{(E_z+E_\perp-E_F)/kT}+1}.
\end{equation}
Here $(p_z/m_e)\,dp_z=dE_z$, and $d^2p_\perp$ becomes $2\pi m_e\,dE_\perp$ after the angular integration. The prefactor is therefore $2e\cdot2\pi m_e/(8\pi^3\hbar^3)=em_e/(2\pi^2\hbar^3)$. Since $1/(e^s+1)$ is the derivative of $-\ln(1+e^{-s})$, the integral over $E_\perp$ gives $kT\ln[1+e^{-(E_z-E_F)/kT}]$. Substituting $E_z=E_F+\phi+kTu$ yields
\begin{equation}
J=AT^2G\!\left(\frac{\phi}{kT}\right),\qquad
A=\frac{em_ek^2}{2\pi^2\hbar^3},\qquad
G(x)=\int_0^\infty\ln(1+e^{-x-u})\,du .
\label{eq:patch}
\end{equation}

\paragraph{Lemma 1 (Boltzmann form).} For every $x$,
\begin{equation}
e^{-x}\left(1-\tfrac14e^{-x}\right)\le G(x)\le e^{-x}.
\label{eq:bound}
\end{equation}

\paragraph{Proof.} For $y\ge0$ we have $1-y\le1/(1+y)\le1$, because $(1-y)(1+y)=1-y^2\le1$. Integration from zero gives $y-y^2/2\le\ln(1+y)\le y$. Put $y=e^{-x-u}$ and integrate over $u$. The linear term gives $e^{-x}$ and the quadratic term gives $\frac12e^{-2x}\int_0^\infty e^{-2u}du=\frac14e^{-2x}$. This proves \eqref{eq:bound}.

If all barriers exceed $a\gg kT$, each patch thus emits
\begin{equation}
J(\phi)=AT^2e^{-\phi/kT},
\label{eq:boltz}
\end{equation}
with an error, relative to this expression, of at most $e^{-a/kT}/4$. The same bound holds for any area average, since it holds patch by patch. Equation \eqref{eq:boltz} is used from here on.

\section{Theorem}

\paragraph{Assumptions.} The patches conduct in parallel, share $A$ and $T$, and are wide enough that each keeps its own barrier regardless of its neighbours. Their number is large enough for the area average to be an integral over a density $p(\phi)$. Image-force lowering is omitted. These are real limits. In a Schottky contact a low-barrier patch that is small compared with the depletion width is partly pinched off by its surroundings. In the depletion approximation for n-type silicon at $10^{16}$ cm$^{-3}$, with a mean barrier of $0.80$ eV and a depletion width near $0.3$ $\mu$m, a circular patch of $0.61$ eV presents about $0.66$ eV at a radius of 20 nm and its own barrier at 100 nm. Image-force lowering there is about $0.02$ eV. For a semiconductor, $A$ must also be replaced by an effective constant that depends on the band masses. The density is a Gaussian restricted to $a\le\phi\le b$:
\begin{align}
p(\phi)&=\frac{1}{Z\,\sigma\sqrt{2\pi}}
\exp\!\left[-\frac{(\phi-\mu)^2}{2\sigma^2}\right],\\
Z&=\Phi\!\left(\frac{b-\mu}{\sigma}\right)-\Phi\!\left(\frac{a-\mu}{\sigma}\right),
\label{eq:Z}
\end{align}
where $\Phi$ is the standard normal distribution function. The parameters $\mu$ and $\sigma^2$ are the mean and variance of the Gaussian before truncation. They are also those of the actual barriers when the cutoffs remove a negligible part of its area and of its first two moments.

Write $\beta=1/kT$ and let angle brackets denote the average over $p$. Parallel currents add, so the measured current density is $\langle J\rangle=AT^2\langle e^{-\beta\phi}\rangle$. The apparent barrier is defined, with $A$ known, by
\begin{equation}
\langle J\rangle=AT^2e^{-\beta\phi_{\rm ap}},
\qquad
\phi_{\rm ap}=-kT\ln\langle e^{-\beta\phi}\rangle .
\label{eq:def}
\end{equation}

\paragraph{Theorem.} Let $m=\mu-\sigma^2/kT$, and let $Z_J$ be the expression \eqref{eq:Z} with $\mu$ replaced by $m$. Then
\begin{equation}
\phi_{\rm ap}=\mu-\frac{\sigma^2}{2kT}-kT\ln R,
\qquad R=\frac{Z_J}{Z},
\label{eq:main}
\end{equation}
and the truncation term obeys
\begin{equation}
kT\ln Z\le-kT\ln R\le-kT\ln Z_J .
\label{eq:control}
\end{equation}
When both $Z$ and $Z_J$ are close to one, the apparent barrier is therefore
\begin{equation}
\phi_{\rm ap}\simeq\mu-\frac{\sigma^2}{2kT}.
\label{eq:simple}
\end{equation}

\paragraph{Proof.} The average contains the exponent $-\beta\phi-(\phi-\mu)^2/2\sigma^2$. Multiply it by $-2\sigma^2$ and use $m=\mu-\beta\sigma^2$:
\begin{align}
(\phi-\mu)^2+2\beta\sigma^2\phi
&=\phi^2-2(\mu-\beta\sigma^2)\phi+\mu^2\nonumber\\
&=(\phi-m)^2+\mu^2-m^2,\\
\mu^2-m^2&=(\mu-m)(\mu+m)=\beta\sigma^2(2\mu-\beta\sigma^2).
\end{align}
Division by $-2\sigma^2$ gives
\begin{equation}
-\beta\phi-\frac{(\phi-\mu)^2}{2\sigma^2}
=-\frac{(\phi-m)^2}{2\sigma^2}-\beta\mu+\frac{\beta^2\sigma^2}{2}.
\label{eq:square}
\end{equation}
The last two terms do not depend on $\phi$. The remaining Gaussian, with its factor $1/(\sigma\sqrt{2\pi})$, integrates over $[a,b]$ to $Z_J$. Hence
\begin{equation}
\langle e^{-\beta\phi}\rangle
=e^{-\beta\mu+\beta^2\sigma^2/2}\,\frac{Z_J}{Z}.
\label{eq:average}
\end{equation}
Taking $-kT\ln$ gives \eqref{eq:main}, because $kT\beta^2\sigma^2/2=\sigma^2/2kT$. Finally, $-kT\ln R=kT\ln Z-kT\ln Z_J$. Both probabilities are at most one, so the first term is not positive and the second is not negative. This proves \eqref{eq:control}.

\paragraph{Remark on the condition.} It is not enough that the cutoffs lie far out in the tails of the area distribution. For $R$ to be close to one, the lower cutoff must also lie several $\sigma$ below the shifted centre $m$, which moves down on cooling. To resolve the lowering itself, the truncation term must be small relative to $\sigma^2/2kT$, that is, $|\ln R|\ll\sigma^2/[2(kT)^2]$. When $\sigma\gg kT$ this is a weaker demand than $R\simeq1$: in the example below, the truncation term is still only about $3\%$ of the lowering when $m$ has reached $a$.

\section{Where the current flows}

\paragraph{Corollary 1.} The share of the current carried by barriers near $\phi$ has the density
\begin{equation}
p_J(\phi)=\frac{e^{-\beta\phi}p(\phi)}{\langle e^{-\beta\phi}\rangle}
=\frac{1}{Z_J\sigma\sqrt{2\pi}}
\exp\!\left[-\frac{(\phi-m)^2}{2\sigma^2}\right],
\qquad a\le\phi\le b .
\label{eq:pJ}
\end{equation}
This follows on inserting \eqref{eq:square} and \eqref{eq:average}. With negligible truncation the current distribution has the same width as the area distribution, but its centre is lower by $\sigma^2/kT$. Half the current then passes through patches with $\phi<m$, which occupy the area fraction $\Phi[(m-\mu)/\sigma]=\Phi(-\sigma/kT)$.

The factor one half in \eqref{eq:simple} can now be read physically. The favoured barriers are lower than the mean by $\sigma^2/kT$, but they are rare: the Gaussian density at $m$ is smaller than at $\mu$ by $e^{-\beta^2\sigma^2/2}$. Expressed as an energy, this rarity costs $kT\beta^2\sigma^2/2=\sigma^2/2kT$. It cancels half the gain.

\section{The Richardson slope is a different barrier}

A barrier can also be taken from the slope of $\ln(\langle J\rangle/T^2)$ against $\beta$. This does not require $A$, but it gives another quantity.

\paragraph{Corollary 2.} If $A$ and $p(\phi)$ do not depend on temperature, the slope barrier is the current-weighted mean,
\begin{equation}
\phi_{\rm sl}=-\frac{d}{d\beta}\ln\langle e^{-\beta\phi}\rangle
=\frac{\langle\phi e^{-\beta\phi}\rangle}{\langle e^{-\beta\phi}\rangle}.
\label{eq:slope}
\end{equation}
For the Gaussian with negligible truncation it equals $m=\mu-\sigma^2/kT$.

\paragraph{Proof.} Differentiation under the integral gives the first statement. For the second, differentiate $-\beta\mu+\beta^2\sigma^2/2$ and reverse the sign.

The lowering in the slope barrier is thus twice that in $\phi_{\rm ap}$. The difference arises because $\phi_{\rm ap}$ itself varies with temperature: from $\beta\phi_{\rm ap}=-\ln\langle e^{-\beta\phi}\rangle$ we have $\phi_{\rm sl}=\phi_{\rm ap}+\beta\,d\phi_{\rm ap}/d\beta$, and the second term is $-\beta\sigma^2/2$.

The tangent to the Richardson plot, extended to $\beta=0$, has the intercept
\begin{align}
\ln A_{\rm tan}
&=\ln A+\ln\langle e^{-\beta\phi}\rangle+\beta\phi_{\rm sl}\nonumber\\
&=\ln A-\beta\mu+\tfrac12\beta^2\sigma^2+\beta\mu-\beta^2\sigma^2
=\ln A-\tfrac12\beta^2\sigma^2 .
\end{align}
Barrier disorder therefore reduces the constant read from the intercept, although every patch emits with the full $A$. If $\mu$ or $\sigma$ depends on temperature, \eqref{eq:simple} still holds at each temperature with the values found there, while the slope acquires further terms.

\section{Worked example at 300 K}

Choose $\mu=0.80$ eV, $\sigma=0.07$ eV, $a=0.30$ eV and $b=1.30$ eV. These are round model parameters, not data for a material. With $kT=0.025852$ eV,
\begin{align}
\frac{\sigma^2}{2kT}&=\frac{0.07^2}{2\times0.025852}\ {\rm eV}=0.0948\ {\rm eV},\\
\phi_{\rm ap}&=0.80-0.0948=0.705\ {\rm eV},\\
m&=0.80-2\times0.0948=0.610\ {\rm eV}.
\end{align}
The lower cutoff is $(m-a)/\sigma=4.4$ standard deviations below $m$. Direct quadrature of \eqref{eq:def} differs from \eqref{eq:simple} by $1.2\times10^{-7}$ eV, so truncation is negligible here. The Boltzmann form is also safe: its relative error is bounded by $2.3\times10^{-6}$.

A uniform contact with the barrier $\mu$ would emit $3.93\times10^{-3}$ A/m$^2$. The disordered one emits $0.154$ A/m$^2$, larger by
\begin{equation}
e^{\beta^2\sigma^2/2}=e^{0.0948/0.02585}\simeq39 .
\end{equation}
Half of this current passes through $0.34\%$ of the area. The slope barrier is $0.610$ eV, and the tangent intercept gives $A_{\rm tan}=0.0256A$, the reciprocal of the enhancement.

These numbers depend on the Gaussian shape, not only on the mean and variance. For a general density with mean $\mu$ and variance $\sigma^2$, the cumulant expansion gives $\phi_{\rm ap}=\mu-\beta\sigma^2/2+\beta^2\kappa_3/6-\dots$, with $\kappa_3$ the third cumulant. The variance alone governs the answer only if the higher terms are small: for $\sigma\ll kT$, or for a density that stays Gaussian down to $m$. Here $\sigma/kT=2.7$. A uniform density with the same mean and variance gives $\mu-kT\ln[\sinh(\sqrt3\beta\sigma)/(\sqrt3\beta\sigma)]=0.737$ eV, and two equally weighted barriers $\mu\pm\sigma$ give $\mu-kT\ln\cosh(\beta\sigma)=0.748$ eV.

\section{Failure on cooling}

Let the upper cutoff be remote and $Z\simeq1$, and define $s=(m-a)/\sigma$. Then $R\simeq\Phi(s)$, and the truncation raises the apparent barrier by $-kT\ln\Phi(s)$. Requiring $s\ge3$ means $\sigma^2/kT\le\mu-a-3\sigma$, or
\begin{equation}
kT\ge\frac{\sigma^2}{\mu-a-3\sigma}\qquad(\mu-a>3\sigma).
\end{equation}
For the example this is $0.0049/0.29$ eV, or $196$ K. The truncation error there is $2.3\times10^{-5}$ eV.

The slope barrier is more sensitive. Since $ds/d\beta=-\sigma$, differentiation of $-\ln\Phi(s)$ gives
\begin{equation}
\phi_{\rm sl}-m\simeq\sigma\,\frac{e^{-s^2/2}}{\sqrt{2\pi}\,\Phi(s)} .
\end{equation}
At 150 K, where $s=1.73$, this is about $0.0066$ eV, in agreement with the quadrature. The error of \eqref{eq:simple} at that temperature is $0.0006$ eV.

The shifted centre reaches the cutoff when $kT_\times=\sigma^2/(\mu-a)$. Half of the shifted Gaussian is then missing, so $R\simeq1/2$ and
\begin{equation}
\phi_{\rm ap}(T_\times)\simeq\mu-\frac{\mu-a}{2}+kT_\times\ln2
=\frac{\mu+a}{2}+kT_\times\ln2 .
\end{equation}
In the example $kT_\times=0.0049/0.50=0.0098$ eV, or $114$ K, and $\phi_{\rm ap}=0.55+0.0068=0.557$ eV.

Two limits apply to this value. Half of the current at $T_\times$ passes through barriers within $0.67\sigma$ of $a$, which occupy only about $5\times10^{-11}$ of the area. A contact needs many more than $2\times10^{10}$ patches to sample them well; with far fewer, its apparent barrier usually lies higher. The current density is also only about $3\times10^{-15}$ A/m$^2$, roughly one electron per minute through 1 mm$^2$. This is the saturation current; in a diode it can be inferred from the much larger forward current, but it is too small to be measured directly. The limit set by the number of patches already matters above $T_\times$: for $10^7$ patches the typical apparent barrier lies about $0.001$ eV above the continuum value at 196 K and about $0.007$ eV above it at 150 K, more than the truncation errors quoted. At these temperatures the example shows how the continuous model behaves, not what a finite contact gives. In a real contact, tunnelling or leakage, both omitted here, may exceed so small a current.

\paragraph{Proposition (cold limit).} For $T<T_\times$ put $c=\beta-(\mu-a)/\sigma^2=(a-m)/\sigma^2$. If $c\sigma\gg1$ and $c(b-a)\gg1$, then
\begin{equation}
\phi_{\rm ap}\simeq a+kT\ln\frac{c}{p(a)} .
\label{eq:cold}
\end{equation}

\paragraph{Proof.} Set $\phi=a+t$. Since $(a+t-\mu)^2-(a-\mu)^2=t^2-2t(\mu-a)$,
\begin{equation}
\langle e^{-\beta\phi}\rangle
=p(a)e^{-\beta a}\int_0^{b-a}e^{-ct-t^2/2\sigma^2}\,dt .
\end{equation}
The integrand is concentrated at $t\lesssim1/c$, where the quadratic term is of order $1/(c\sigma)^2$. Dropping that term and extending the upper limit to infinity gives $1/c$. Taking $-kT\ln$ gives \eqref{eq:cold}.

As $T\to0$, $kT\ln c$ vanishes and $\phi_{\rm ap}\to a$: the lowest available barriers take over. This limit presupposes enough patches to populate the range just above $a$. In the example at 10 K, barriers within $1/c$ of $a$ occupy only about $5\times10^{-14}$ of the area. A contact with far fewer than $10^{13}$ patches will usually contain none of them, and on cooling its apparent barrier tends to its own lowest barrier instead. All numerical values in this section refer to the continuous density unless a number of patches is stated. At 10 K both quadrature and \eqref{eq:cold} give $0.326$ eV. The simple law \eqref{eq:simple} instead falls without limit. At 50 K it predicts $0.231$ eV, below every barrier present. This cannot be right, because $\langle e^{-\beta\phi}\rangle\le e^{-\beta a}$ requires $\phi_{\rm ap}\ge a$. The quadrature gives $0.423$ eV.

In the opposite limit, $kT\gg\sigma$ with all barriers still far above $kT$, the lowering is much smaller than $\sigma$, since its ratio to $\sigma$ is $\sigma/2kT$. The contact then behaves nearly as if it had the uniform barrier $\mu$.

\section{How many patches make an average}

The theorem replaces a sum over patches by an integral. For $N$ patches of equal area with barriers drawn independently from $p$, the variance of the mean current is the single-patch variance divided by $N$. The relative standard deviation between such contacts is therefore
\begin{equation}
\sqrt{\frac{V}{N}},\qquad
V=\frac{\langle e^{-2\beta\phi}\rangle}{\langle e^{-\beta\phi}\rangle^2}-1 .
\end{equation}
Without truncation, \eqref{eq:average} with $\beta$ replaced by $2\beta$ gives the numerator $e^{-2\beta\mu+2\beta^2\sigma^2}$. The denominator is $e^{-2\beta\mu+\beta^2\sigma^2}$, so $V=e^{\beta^2\sigma^2}-1$.

At 300 K this estimate is $39.09^2-1\simeq1527$, whereas quadrature with the cutoffs gives $1463$. The difference has a definite source. The second moment is centred at $\mu-2\sigma^2/kT=0.421$ eV, which is $1.73\sigma$ above $a$, so part of its Gaussian is cut off even though the mean current is hardly affected.

A root-mean-square scatter of $10\%$ requires $N=1463/0.1^2\simeq1.5\times10^5$ patches. Most contacts of this size lie closer to the average than that, because rare contacts containing an exceptionally low barrier contribute much of the variance. To first order, a current fluctuation of $10\%$ changes $\phi_{\rm ap}$ by $0.1\,kT$, about $0.003$ eV. In a random-sampling test at 600 K, 400 contacts of $10^4$ patches showed a relative scatter of $0.0230$, against a predicted $0.0229$; with this number of contacts the sampled value is itself uncertain by about $0.001$. The numerical output lists the comparison of the simple laws with quadrature from 50 to 400 K.

\section*{Calculated quantities}
\begin{verbatim}
Mean barrier mu: 0.80 eV
Standard deviation sigma: 0.07 eV
Lower and upper cutoffs: 0.30, 1.30 eV
Richardson constant A: 1.20173e+06 A m^-2 K^-2
At 300 K:
  kT: 0.025852 eV
  sigma/kT: 2.7077
  lowering sigma^2/(2kT): 0.09477 eV
  apparent barrier, simple formula: 0.70523 eV
  apparent barrier, quadrature: 0.70523 eV
  truncation error: 1.19e-07 eV
  shifted centre m: 0.61046 eV
  (m-low)/sigma: 4.435
  slope barrier, finite difference: 0.61046 eV
  tangent-intercept constant / A: 0.02558
  uniform-barrier current density: 3.9323e-03 A/m^2
  averaged current density: 1.5371e-01 A/m^2
  current enhancement: 39.090
  area fraction with barrier below m: 0.00339
  current fraction with barrier below m: 0.50000
  upper bound on Fermi correction: 2.28e-06
  single-patch relative variance V: 1462.8
  patches for 10 percent scatter: 1.463e+05
Barriers in eV; ap = apparent, sl = Richardson slope
T/K  ap quad  ap simple  sl quad  sl simple  (m-low)/sigma
 50  0.42344  0.23138  0.30751  -0.33724  -9.103
100  0.53130  0.51569  0.33704  0.23138  -0.980
150  0.61101  0.61046  0.42748  0.42092  1.727
200  0.65786  0.65784  0.51593  0.51569  3.081
300  0.70523  0.70523  0.61046  0.61046  4.435
400  0.72892  0.72892  0.65784  0.65784  5.112
Temperature where m = low: 113.72 K
  apparent barrier there: 0.55679 eV
Temperature where m = low + 3 sigma: 196.08 K
  truncation error there: 2.28e-05 eV
Apparent barrier at 10 K, quadrature: 0.32649 eV
Apparent barrier at 10 K, cold formula: 0.32648 eV
Random test at 600 K: 400 contacts, 10000 patches each
  relative scatter, sampled: 0.0230
  relative scatter, predicted: 0.0229
\end{verbatim}
